# Plane-wave cutoff and basis size for the 1s core of silicon

**Question.** A crystal calculation that keeps all electrons and uses nothing but plane waves must describe the 1s orbital close to each nucleus. How do the required kinetic-energy cutoff and the number of plane waves grow with the nuclear charge $Z$, and how large are they for diamond-structure silicon?

**Answer.** The basis must represent every occupied orbital, so it must at least represent the 1s orbital. The momentum distribution of that orbital shows how much is lost when the plane waves stop at a wave number $K$. Hartree atomic units are used ($\hbar=m=e=1$). The model is nonrelativistic, with a point nucleus and a hydrogenic 1s orbital,

$$\psi(r)=\sqrt{\frac{Z^3}{\pi}}\,e^{-Zr}.$$

### The momentum distribution

Define the momentum amplitude by $\phi(\mathbf k)=(2\pi)^{-3/2}\int\psi\,e^{-i\mathbf k\cdot\mathbf r}\,d^3r$, so that $\int|\phi|^2d^3k=1$. The angular integral of $e^{-i\mathbf k\cdot\mathbf r}$ is $4\pi\sin(kr)/(kr)$, which leaves

$$\phi(k)=\frac{1}{(2\pi)^{3/2}}\,\frac{4\pi}{k}\sqrt{\frac{Z^3}{\pi}}\int_0^\infty r\,e^{-Zr}\sin(kr)\,dr .$$

The radial integral follows from $\int_0^\infty e^{-Zr}\sin(kr)\,dr=k/(k^2+Z^2)$. Applying $-d/dZ$ to both sides brings down a factor $r$ on the left and gives $2kZ/(k^2+Z^2)^2$ on the right. The numerical prefactor is then $8\pi/[(2\pi)^{3/2}\pi^{1/2}]=2\sqrt2/\pi$, and

$$\phi(k)=\frac{2\sqrt2}{\pi}\,\frac{Z^{5/2}}{(k^2+Z^2)^2}.$$

The probability of finding a wave number between $k$ and $k+dk$ is $4\pi k^2\phi^2\,dk$. With $k=Zt$, the powers of $Z$ are $Z^5\cdot Z^2\cdot Z/Z^8=1$, so

$$4\pi k^2\phi^2\,dk=\frac{32}{\pi}\,\frac{t^2}{(1+t^2)^4}\,dt .$$

The nuclear charge has disappeared: all hydrogenic 1s orbitals share one momentum distribution when $k$ is measured in units of $Z$.

### The cutoff

Let $K=xZ$. The fraction of the norm above the cutoff is

$$M(x)=\frac{32}{\pi}\int_x^\infty\frac{t^2}{(1+t^2)^4}\,dt .$$

Put $t=\tan\theta$. Then $dt=d\theta/\cos^2\theta$ and $1+t^2=1/\cos^2\theta$, so the integrand becomes

$$\sin^2\theta\cos^4\theta=\tfrac14\sin^2 2\theta\,\cos^2\theta=\tfrac1{16}(1-\cos4\theta)(1+\cos2\theta).$$

Using $\cos4\theta\cos2\theta=\tfrac12(\cos6\theta+\cos2\theta)$, this equals

$$\tfrac1{16}\left(1+\tfrac12\cos2\theta-\cos4\theta-\tfrac12\cos6\theta\right).$$

Integrating from 0 to $\Theta=\arctan x$ gives the norm inside the cutoff. Subtracting it from 1 gives

$$M(x)=1-\frac2\pi\left[\Theta+\frac{\sin2\Theta}{4}-\frac{\sin4\Theta}{4}-\frac{\sin6\Theta}{12}\right].$$

Now fix the fraction $\eta$ that may be lost. The condition $M(x)=\eta$ determines $x$ without reference to $Z$. Therefore

$$K=x(\eta)\,Z,\qquad E_{\rm cut}=\frac{K^2}{2}=\frac{x^2}{2}\,Z^2 .$$

For large $x$ the factor $(1+t^2)^{-4}$ may be replaced by $t^{-8}$, so that

$$M\approx\frac{32}{5\pi x^5},\qquad x\approx\left(\frac{32}{5\pi\eta}\right)^{1/5}.$$

For $\eta=10^{-3}$ this estimate gives $x\approx4.59$. Solving the full equation numerically gives $x=4.46$. The estimate is slightly high because $t^{-8}$ exceeds $(1+t^2)^{-4}$. The physical origin of the $Z^2$ law is the orbital's length scale $1/Z$, which demands wave numbers proportional to $Z$.

### The number of plane waves

In a crystal the atomic orbitals combine into Bloch sums. Take $N_c$ primitive cells of volume $\Omega$, and the sum $N_c^{-1/2}\sum_{\mathbf R}\psi(\mathbf r-\mathbf R)$ at zero crystal momentum, with negligible overlap between sites. Its coefficient on the normalized plane wave $e^{i\mathbf G\cdot\mathbf r}/\sqrt{N_c\Omega}$ contains $N_c$ equal terms, because $e^{-i\mathbf G\cdot\mathbf R}=1$:

$$c_{\mathbf G}=\frac{N_c}{\sqrt{N_c}\sqrt{N_c\Omega}}\,(2\pi)^{3/2}\phi(G)=\frac{(2\pi)^{3/2}}{\sqrt\Omega}\,\phi(G).$$

The crystal thus samples the atomic momentum distribution at the reciprocal lattice vectors. For the second silicon atom in the cell, displaced by $\boldsymbol\tau$, the coefficient gains a phase $e^{-i\mathbf G\cdot\boldsymbol\tau}$, and its modulus is unchanged. Both atoms therefore need the same cutoff and share the same plane waves.

Each reciprocal lattice vector occupies a volume $(2\pi)^3/\Omega$. When the cutoff sphere contains many of them, their number is

$$N=\frac{4\pi K^3/3}{(2\pi)^3/\Omega}=\frac{\Omega K^3}{6\pi^2}=\frac{\Omega x^3}{6\pi^2}\,Z^3 .$$

The $Z^3$ law holds at fixed cell volume. Between real crystals, $\Omega$ changes as well and enters as a separate factor.

### Silicon

Take $Z=14$, $\eta=10^{-3}$ and a rough cubic lattice constant of 5.4 Å, which is 10.205 bohr. The primitive cell holds two atoms and a quarter of the cubic volume, so $\Omega=10.205^3/4=265.7$ bohr³. Then

$$K=4.463\times14=62.5\ \text{bohr}^{-1},$$

$$E_{\rm cut}=\frac{62.49^2}{2}\approx1950\ \text{hartree}\approx53\ \text{keV},$$

$$N=\frac{265.7\times62.49^3}{6\pi^2}\approx1.1\times10^6 .$$

About a million plane waves are needed for two atoms. A dense complex Hamiltonian matrix with 16 bytes per element would occupy $16N^2$ bytes, or about 19 TB.

The prefactors depend on the tolerance. For $\eta=10^{-2}$ the cutoff is about 710 hartree with $2.4\times10^5$ plane waves; for $\eta=10^{-4}$ it is about 5070 hartree with $4.6\times10^6$. The powers of $Z$ stay the same.

The largest momentum in the $\eta=10^{-3}$ basis is nearly half of $mc$, which is roughly 140 in these units. Relativistic corrections to the momentum tail near the cutoff are therefore not negligible in a quantitative calculation, and the numbers here belong to the nonrelativistic model.

### Does screening spoil the law?

In a real atom the other electrons modify the 1s orbital. Hartree-Fock calculations in a Gaussian basis for free Mg, Si²⁺ and Ca⁸⁺, which all have twelve electrons, give 1s cutoffs of 52.7, 61.6 and 88.3 bohr⁻¹ at $\eta=10^{-3}$. Dividing by $x=4.463$ gives effective charges of about 11.8, 13.8 and 19.8, each about 0.2 below the nuclear charge. From Mg to Ca⁸⁺ the cutoff energy grows as $Z^{2.02}$. An exponent slightly above 2 is what $K=x(Z-s)$ with a constant $s>0$ implies, since then $d\ln K^2/d\ln Z=2Z/(Z-s)$.

### What if the energy error is fixed instead?

A small lost norm does not mean a small energy error, because the lost components have high kinetic energy. Let $P$ project onto plane waves below $K$ and $Q=1-P$ onto the rest. Write $H=T+V$, where $V=-Z/r$ and $T$ is diagonal in momentum. The exact orbital obeys $H\psi=E\psi$; the truncated ground state $\Psi$, which lies inside the sphere, obeys $PHP\,\Psi=E_K\Psi$. Projecting the exact equation with $P$ gives

$$PHP\,\psi+PVQ\,\psi=EP\psi .$$

Taking the scalar product with $\Psi$ yields

$$(E_K-E)\langle\Psi|\psi\rangle=-\langle\Psi|V|Q\psi\rangle .$$

For large $x$, $\Psi$ approaches $P\psi$. Subtracting the two projected equations shows that their difference is of order $(PHP-E)^{-1}PVQ\psi$, taken orthogonal to $\Psi$. In momentum space $V$ has a kernel proportional to $Z/|\mathbf k-\mathbf k'|^2$ and the tail falls as $Z^{5/2}/k'^4$, so $PVQ\psi$ has amplitude of order $Z\cdot K^3\cdot K^{-2}\cdot Z^{5/2}K^{-4}=Z^{7/2}/K^3$. Its contribution to the energy is of order $\int_{k<K}(Z^7/K^6)\,d^3k/(k^2+Z^2)\sim Z^7/K^5=Z^2/x^5$, smaller by $1/x^2$ than the result $Z^2/x^3$ found below, and $\langle\Psi|\psi\rangle\to1$. Hence $E_K-E\approx-\langle P\psi|V|Q\psi\rangle$. Projecting the exact equation with $Q$ and taking the scalar product with $Q\psi$ turns this into

$$E_K-E\approx\langle Q\psi|T+V-E|Q\psi\rangle .$$

The tail varies over lengths of order $1/K$, where $V$ is of order $ZK$ and $T$ of order $K^2$. The potential term is thus smaller by a factor of order $Z/K=1/x$, and the term in $E$ by $1/x^2$. The kinetic energy of the lost tail remains:

$$E_K-E\approx Z^2\,\frac{16}{\pi}\int_x^\infty\frac{t^4}{t^8}\,dt=\frac{16Z^2}{3\pi x^3}.$$

At the silicon cutoff this leading law gives 3.7 hartree. Diagonalizing the Coulomb problem for s states inside the momentum sphere, with Legendre polynomials as a basis, gives 2.6 hartree. The leading law is therefore only a rough guide at $x=4.46$. The error is 2.6 percent of the 1s binding energy $Z^2/2=98$ hartree, although just one part in a thousand of the norm was lost.

In units of length $1/Z$, both $T$ and $V$ are proportional to $Z^2$. Fixed $x$ therefore also means a fixed relative energy error, and the $Z^2$ and $Z^3$ laws stand under that criterion. If instead the absolute error $\delta$ per 1s electron is fixed, the leading law requires $x^3=16Z^2/(3\pi\delta)$. Then $x\propto Z^{2/3}$, and

$$K\propto Z^{5/3},\qquad E_{\rm cut}\propto Z^{10/3},\qquad N\propto Z^5 .$$

For $\delta=1$ eV in silicon, the same diagonalization requires $K\approx287$ bohr⁻¹, $E_{\rm cut}\approx4.1\times10^4$ hartree and $N\approx1.1\times10^8$. This $K$ exceeds $mc$, so the figure measures the demand of the nonrelativistic model and does not describe a real silicon core.

### What orthogonalized plane waves save

An orthogonalized plane wave is a plane wave with its core components removed, $(1-P_c)|\mathbf k\rangle$, where $P_c$ projects onto known core orbitals. A valence orbital $v$ is orthogonal to the core, so $v=(1-P_c)v$. For any combination $p$ of plane waves,

$$\|v-(1-P_c)p\|^2=\|(1-P_c)(v-p)\|^2=\min_c\|v-p-c\|^2,$$

where $c$ runs over combinations of core orbitals. The last step holds because the best $c$ removes the whole core part of $v-p$. Orthogonalized plane waves are therefore as good for $v$ as plane waves supplemented by free core functions.

The 3s orbital of free Si²⁺, from the Hartree-Fock calculation above, serves as an example. The valence states of silicon also contain 3p character, which has its own cutoff and is not treated here. Plane waves below $K$ can match everything inside the sphere, so the lost norm is the part outside it, minimized over the admixture of 1s and 2s. The 2p orbitals do not mix with an s orbital.

At $\eta=10^{-3}$, plane waves alone need $K=19.4$ bohr⁻¹, or 189 hartree. With the core functions, $K=1.93$ bohr⁻¹ suffices, or 1.9 hartree. In the silicon cell, the formula for $N$ turns these cutoffs into about 33 000 and about 30 plane waves; the latter is a rough count, because so small a sphere holds few lattice vectors. Beyond the smaller cutoff, core functions thus supply the momentum content of the 3s orbital to within a lost norm of $10^{-3}$.

Compared with the million plane waves for the 1s orbital, the basis for this 3s orbital is smaller by a factor of about $3\times10^4$. The price is that the core orbitals must be known beforehand. The free ion is not the crystal, and Hartree-Fock leaves out correlation, so 1.9 hartree illustrates the saving for one orbital and is not a converged cutoff for solid silicon.
